# Energy of helium ions scattered straight back from silicon and germanium

## Question

I am working on an exercise about ion backscattering from a silicon–germanium film. A beam of helium-4 ions with kinetic energy 2.00 MeV hits the surface, and some ions come straight back, through 180 degrees. I have to show from elastic kinematics that ions scattered by surface silicon atoms return with about 1.13 MeV, and those scattered by surface germanium atoms with about 1.60 MeV.

Three things stop me. First, if the collision is elastic, why doesn't the ion return with the full 2.00 MeV, as a ball does from a wall? Second, when I combine momentum and energy conservation, I get a quadratic equation, and one of its roots says that the ion keeps its original velocity. Third, the nuclear charges are 14 and 32, so the repulsive forces are quite different, yet the exercise gives no force law. Can the energies really be found without one?

I also wonder how far to trust the result for a real film, where the atoms are bound, vibrate and lie at different depths, and where the detector can't easily sit in the path of the beam.

## Answer

"Elastic" means that the total kinetic energy of the two bodies is the same before and after the collision. It doesn't mean that the ion keeps its own share. The ion reverses its momentum, so the struck atom must take up momentum, and an atom of finite mass then carries kinetic energy too. That energy is missing from the returning ion.

### Setting up the collision

Let the ion have mass $m$ and initial velocity $v_0>0$ along the beam. The target atom has mass $M$ and is at rest. After the collision their velocities are $v_1$ and $v_2$, both counted positive along the original beam direction, so a returning ion has $v_1<0$.

I assume that the atom is free during the collision, that no energy goes into internal excitation, and that Newtonian mechanics suffices. "Surface" means that the ion loses no energy on its way in or out. These assumptions are examined below.

In scattering through 180 degrees the initial and final momenta all lie on one line, so one component suffices. For the repulsive force between nuclei the collision is then head-on. Long before and long after the encounter the interaction energy is zero, so only kinetic energies enter:

$$
mv_0=mv_1+Mv_2,
$$

$$
\tfrac12mv_0^2=\tfrac12mv_1^2+\tfrac12Mv_2^2 .
$$

Move the ion terms to the left in both equations, and multiply the second by 2:

$$
m(v_0-v_1)=Mv_2,
$$

$$
m(v_0-v_1)(v_0+v_1)=Mv_2^2 .
$$

### What the unwanted root means

Use the first equation to replace $m(v_0-v_1)$ in the second by $Mv_2$:

$$
Mv_2(v_0+v_1)=Mv_2^2
\quad\Longrightarrow\quad
v_2\,(v_0+v_1-v_2)=0 .
$$

One possibility is $v_2=0$, and then $v_1=v_0$. This is your puzzling root. It describes an ion that ends up with its original velocity and leaves the atom at rest. Conservation laws can't exclude it, because they don't say whether the ion was turned back.

It can even occur with a force acting. In the centre-of-mass frame, the energy available for climbing a repulsive barrier is

$$
E_{\rm rel}=\frac12\,\frac{mM}{m+M}\,v_0^2=\frac{M}{M+m}E_0 ,
$$

where $E_0=\tfrac12mv_0^2$. For silicon this is about 1.75 MeV. I integrated Newton's equations for both bodies with a Gaussian barrier only 1 MeV high. The ion passed over it and ended with its initial velocity, to within one part in a million.

We want an ion that has been reversed, so $v_2\ne0$ and we may divide by it:

$$
v_2=v_0+v_1 .
$$

Written as $v_2-v_1=v_0$, this says that the bodies separate with the same relative speed with which they approached.

### The kinematic factor

Put this $v_2$ into momentum conservation:

$$
mv_0=mv_1+M(v_0+v_1)=(m+M)v_1+Mv_0 .
$$

Therefore

$$
v_1=-\frac{M-m}{M+m}\,v_0 .
$$

The recoil velocity follows from $v_2=v_0+v_1$:

$$
v_2=\frac{(M+m)-(M-m)}{M+m}\,v_0=\frac{2m}{M+m}\,v_0 .
$$

For $M>m$ the ion does return, since $v_1$ is negative. Its energy is $E_1=\tfrac12mv_1^2$, and squaring the velocity ratio gives

$$
E_1=KE_0,\qquad
K=\left(\frac{M-m}{M+m}\right)^2 .
$$

The atom receives the rest:

$$
\frac12Mv_2^2=\frac{M}{m}\left(\frac{2m}{M+m}\right)^2E_0
=\frac{4mM}{(M+m)^2}E_0 .
$$

The two shares add up to $E_0$, because $(M-m)^2+4mM=(M+m)^2$.

### Numbers for silicon and germanium

The helium ion has $m=4.0021$ u. For the natural isotope mixtures the mean atomic masses are 28.085 u for silicon and 72.628 u for germanium. Units cancel in the mass ratio, so

$$
K_{\rm Si}=\left(\frac{28.085-4.0021}{28.085+4.0021}\right)^2
=(0.7506)^2=0.563,
$$

$$
K_{\rm Ge}=\left(\frac{72.628-4.0021}{72.628+4.0021}\right)^2
=(0.8955)^2=0.802 .
$$

With $E_0=2.00$ MeV,

$$
E_{\rm Si}=0.5633\times2.00\ {\rm MeV}\approx1.13\ {\rm MeV},
$$

$$
E_{\rm Ge}=0.8020\times2.00\ {\rm MeV}\approx1.60\ {\rm MeV}.
$$

These are the required energies. The silicon atom recoils with 0.87 MeV and the germanium atom with 0.40 MeV.

### Your wall, and the opposite limit

For $M\gg m$, divide numerator and denominator by $M$ and expand to first order in $m/M$:

$$
K=\left(\frac{1-m/M}{1+m/M}\right)^2\approx1-\frac{4m}{M}.
$$

The ball and the wall are the limit $M\to\infty$, where $K\to1$. The wall still takes up momentum $2mv_0$, but its kinetic energy, $(2mv_0)^2/(2M)$, vanishes. Germanium is closer to this limit than silicon, so its ions return with more energy.

At $M=m$ the formula gives $v_1=0$: the ion stops and the target takes everything. For $M<m$ the velocity $v_1$ is positive, so the ion continues forward even after a head-on collision. With a hydrogen atom as target, $v_1/v_0=+0.598$. Squaring this still gives a positive $K$, but it isn't the energy of a backscattered ion. The sign of $v_1$ has to be checked before squaring.

### Why the force law drops out

In the centre-of-mass frame the total momentum is zero. Elastic scattering leaves both speeds unchanged there, and a head-on reversal changes only the signs of the velocities. The centre of mass moves at $V=mv_0/(m+M)$, and the ion approaches it with velocity $v_0-V=Mv_0/(m+M)$. Reverse this and return to the laboratory frame:

$$
v_1=V-\frac{M}{m+M}v_0=-\frac{M-m}{M+m}v_0 .
$$

The force has to be able to send the ion back, which for a repulsion means a barrier higher than $E_{\rm rel}$, but its shape doesn't affect the final speed. The charge does matter for how many ions are scattered into a given direction, which is a different question.

I checked this by integrating the motion with two unrelated repulsions: a Coulomb force between the nuclei, screened over $10^4$ fm, and a Gaussian barrier 10 MeV high with a width parameter of 100 fm. For each element, both gave $(v_1/v_0)^2$ equal to $K$ within $10^{-6}$.

### Which silicon mass belongs in the formula?

An ion hits one nucleus, not an average one. Silicon-28, by far the most abundant isotope, gives 1.124 MeV, which rounds to 1.12 MeV. Silicon-29 and silicon-30 give 1.147 and 1.169 MeV. The mean weighted by natural abundance is 1.127 MeV, which rounds to the stated 1.13 MeV. If you used mass 28 and found a slightly lower value, your kinematics was right.

To see how well masses can be told apart, differentiate $K$. With $f=(M-m)/(M+m)$ we have $df/dM=2m/(M+m)^2$, hence

$$
\frac{dE_1}{dM}=2E_0f\frac{df}{dM}
=E_0\frac{4m(M-m)}{(M+m)^3}.
$$

This is about 23 keV per u at silicon, but only about 5 keV per u at germanium. A typical detector resolution is roughly 15 keV. Neighbouring germanium isotopes therefore merge. Neighbouring silicon isotopes are about 22 keV apart, somewhat more than the resolution, but silicon-29 makes up under 5 % of the atoms, so at this resolution it shows only as a shoulder beside the silicon-28 signal. The two elements are 477 keV apart, about 32 times the resolution.

### If the detector is not at 180 degrees

Let the ion leave at an angle $\theta$ to its original direction, with momentum of magnitude $p_1$. The recoil momentum is the vector difference between the initial and final ion momenta, so its square is

$$
P^2=p_0^2+p_1^2-2p_0p_1\cos\theta .
$$

Energy conservation reads $p_0^2/(2m)=p_1^2/(2m)+P^2/(2M)$. Multiply by $2mM$ and insert $P^2$:

$$
M(p_0^2-p_1^2)=m(p_0^2+p_1^2-2p_0p_1\cos\theta).
$$

Now divide by $p_0^2$ and write $x=p_1/p_0$, which is the ratio of ion speeds and therefore positive:

$$
(M+m)x^2-2mx\cos\theta-(M-m)=0 .
$$

For $M>m$ the product of the roots is negative, so just one root is positive:

$$
x=\frac{m\cos\theta+\sqrt{M^2-m^2\sin^2\theta}}{M+m},
\qquad K(\theta)=x^2 .
$$

At $\theta=180^\circ$ this gives $x=(M-m)/(M+m)$, as before. At 170 degrees the energies rise by 4.9 keV for silicon and 2.7 keV for germanium. The germanium value is then 1.607 MeV, which rounds to 1.61 rather than 1.60 MeV.

At 90 degrees, $x^2=(M^2-m^2)/(M+m)^2=(M-m)/(M+m)$. The energies would be 1.50 and 1.79 MeV, only about 0.29 MeV apart. At the same beam energy, backward scattering separates these two elements better.

### Bound and vibrating atoms

A bound atom can be treated as free because the encounter is so short. Take a binding energy $B$ of roughly 15 eV and an interatomic distance $a$. The neighbours exert a force of order $B/a$, and the ion crosses the distance $a$ in a time $a/v_0$. The resulting impulse is $B/v_0$. Compared with the ion momentum $mv_0=2E_0/v_0$, this is

$$
\frac{B/v_0}{2E_0/v_0}=\frac{B}{2E_0}\approx4\times10^{-6}.
$$

The crystal as a whole therefore doesn't act as your heavy wall during the collision.

For thermal motion, let the atom have velocity $u$ along the beam before the impact. The relative velocity is again reversed, so $v_2-v_1=v_0-u$. Momentum conservation becomes

$$
mv_0+Mu=mv_1+M(v_1+v_0-u),
$$

which gives

$$
v_1=\frac{-(M-m)v_0+2Mu}{M+m}.
$$

To first order in $u$, the energy change is $m$ times the unperturbed $v_1$ times the change in $v_1$:

$$
\delta E_1=-m\,\frac{M-m}{M+m}v_0\,\frac{2Mu}{M+m}
=-\frac{4M(M-m)}{(M+m)^2}\,E_0\,\frac{u}{v_0}.
$$

An atom moving away from the ion, $u>0$, lowers the returned energy. With the classical thermal velocity $u_{\rm rms}=\sqrt{k_BT/M}$ at 300 K, the rms shift is about 0.16 keV for silicon and 0.13 keV for germanium. This estimate omits zero-point motion, which in a Debye model raises the silicon value to roughly 0.18 keV and hardly changes the germanium value.

### Excitation and relativity

Suppose that a small energy $Q$ goes into exciting electrons during the close collision. Then $E_0=E_1+P^2/(2M)+Q$, where now $P=p_0+p_1$. At fixed $E_0$, a small change obeys

$$
0=\delta E_1+\frac{P}{M}\,\delta p_1+Q .
$$

Here $P/M=v_2$ and $\delta p_1=\delta E_1/|v_1|$. Since $|v_1|+v_2=v_0$ for the elastic solution,

$$
\delta E_1=-\frac{|v_1|}{v_0}\,Q .
$$

Each keV of excitation thus costs the returning ion about 0.75 keV for silicon and 0.90 keV for germanium. I haven't calculated how large $Q$ is; the energies above are for $Q=0$.

Solving the same two conservation laws with relativistic energies and momenta lowers the results by 0.13 keV for silicon and 0.09 keV for germanium. Neither shift matters at the precision of the exercise.

### What changes in a real film

The assumption that fails for most of the film is that the scattering atom lies at the surface. Let an atom lie at depth $d$, and let the ion lose energy $S$ per unit path length, taken as constant. At normal incidence it arrives with $E_0-Sd$, leaves the collision with $K(E_0-Sd)$, and loses another $Sd$ on the way out:

$$
E_{\rm out}=K(E_0-Sd)-Sd=KE_0-(1+K)Sd .
$$

With a rough $S=0.25$ keV/nm for silicon and $d=10$ nm, $Sd=2.5$ keV. The shifts are $-3.9$ keV for a silicon atom and $-4.5$ keV for a germanium atom at that depth. In this energy range a slower ion loses energy faster, so the loss on the way out is larger than a constant $S$ gives, especially after scattering from silicon. With $S$ near 0.30 keV/nm at 1.13 MeV, the silicon shift is closer to $-4.4$ keV, almost the same as for germanium. The shifts exceed the thermal and relativistic corrections, and they grow with depth. The energies 1.13 and 1.60 MeV therefore mark the upper ends of the two elements' signals only approximately. The heaviest isotopes extend the signals to about 1.17 MeV for silicon and 1.62 MeV for germanium, and the detector resolution blurs the edges.

This also limits the identification of elements by energy alone. The germanium signal from depth $d$ reaches the silicon surface energy when $(1+K_{\rm Ge})Sd=477$ keV, so

$$
d=\frac{477\ {\rm keV}}{1.802\times0.25\ {\rm keV/nm}}\approx1\times10^3\ {\rm nm}.
$$

In this estimate, the two signals begin to overlap if germanium extends to a depth of about one micrometre. It holds for normal incidence, 180-degree scattering and a film that stops ions much as silicon does. A germanium-rich film needs its own stopping value, and over such a depth the change of $S$ with ion energy should be included. The lightest germanium and heaviest silicon isotopes meet earlier, near 0.9 micrometres. The estimate also assumes that the beam doesn't run along a crystal axis; in a single-crystal film aligned with the beam, channeling lowers both the stopping and the backscattered yield.

The numerical output below lists the separate isotope energies and the angular, thermal, relativistic and depth shifts for both elements.

## Calculated quantities

```
Ion energy: 2.00 MeV
Helium ion mass: 4.0021 u
Ion speed: 9820 km/s
Rough detector resolution: 15 keV
Temperature: 300 K
Rough stopping in Si: 0.25 keV/nm
Depth considered: 10 nm
Rough lattice binding: 15 eV
Alternative detector angle: 170 degrees
Si mean atomic mass: 28.085 u
Si final/initial ion speed: 0.7506
Si recoil/initial ion speed: 0.2494
Si kinematic factor K: 0.5633
Si ion energy, mean mass: 1.1267 MeV
Si ion energy, isotope mean: 1.1266 MeV
Si recoil energy: 0.8733 MeV
Si-28 ion energy: 1.1241 MeV
Si-29 ion energy: 1.1470 MeV
Si-30 ion energy: 1.1687 MeV
Si shift at 170 degrees: +4.89 keV
Si thermal rms shift: 0.159 keV
Si relativistic shift: -0.132 keV
Si shift from depth: -3.91 keV
Ge mean atomic mass: 72.628 u
Ge final/initial ion speed: 0.8955
Ge recoil/initial ion speed: 0.1045
Ge kinematic factor K: 0.8020
Ge ion energy, mean mass: 1.6040 MeV
Ge ion energy, isotope mean: 1.6038 MeV
Ge recoil energy: 0.3960 MeV
Ge-70 ion energy: 1.5904 MeV
Ge-72 ion energy: 1.6005 MeV
Ge-73 ion energy: 1.6055 MeV
Ge-74 ion energy: 1.6102 MeV
Ge-76 ion energy: 1.6195 MeV
Ge shift at 170 degrees: +2.69 keV
Ge thermal rms shift: 0.128 keV
Ge relativistic shift: -0.085 keV
Ge shift from depth: -4.51 keV
Speed ratio after hitting hydrogen: +0.5978
Ge-Si energy separation: 477.3 keV
Separation / detector resolution: 31.8
Binding momentum fraction B/(2 E0): 3.8e-06
```
